\section*{Pre-Pulse Priming of Nucleation: Integrating Becker–Döring Equations Through Two Heating Pulses}

\section{Incubation after a heating pre-pulse}

A model memory cell of $2.1\times10^{6}$ glassy atoms is held for 20~ns at 580~K, cooled to 300~K, and then heated to 680~K to crystallize. When the 680~K plateau begins, the cell contains on average 106 more clusters of over 20 atoms than a cell without the pre-pulse. About one in 225 of them is expected to become a growing crystal. Yet the incubation lag falls from 15.9 to 8.8~ns. To explain this, each cluster must be weighted by its chance of success. The same weights show which errors of the time integration can reach the lag and which cannot.

\subsection{Model and conventions}

Let $N_n(t)$ be the mean number of crystalline clusters of $n$ atoms in the cell. Clusters are independent and change size by one atom at a time. They are spherical, the temperature $T(t)$ is prescribed and uniform, and the supply of glassy atoms is not depleted. The work of forming a cluster is
\begin{equation}
W_n=-n\,\Delta\mu+\sigma s\,n^{2/3},\qquad
\Delta\mu=q v\Big(1-\frac{T}{T_m}\Big),\qquad s=(36\pi)^{1/3}v^{2/3},
\label{work}
\end{equation}
with $v$ the atomic volume, $q$ the heat of fusion per volume, $T_m$ the melting temperature and $\sigma$ the interface energy. The factor $s n^{2/3}$ is the area of a sphere of volume $nv$. Setting $dW/dn=-\Delta\mu+\tfrac23\sigma s n^{-1/3}=0$ gives the critical size $n^*=(2\sigma s/3\Delta\mu)^3$, which falls on cooling because $\Delta\mu$ rises.

For a cell of volume $V$, define $E_n=(V/v)e^{-W_n/kT}$. Below $T_m$ this is a reference function, not a population that is reached at large $n$. Atoms attach at the rate $k^+_n=4n^{2/3}\gamma(T)$, where $\gamma$ is an Arrhenius jump rate. Detailed balance fixes the detachment rate:
\begin{equation}
k^-_{n+1}E_{n+1}=k^+_nE_n
\quad\Longrightarrow\quad
k^-_{n+1}=k^+_n\,e^{(W_{n+1}-W_n)/kT}.
\label{db}
\end{equation}

The smallest class is held at $N_1=E_1$. A cluster that reaches size $L+1$ is removed and added to the count $X$. With the net current $I_n$ from $n$ to $n+1$,
\begin{align}
\dot N_n&=I_{n-1}-I_n\quad(2\le n\le L),\qquad \dot X=I_L,\label{bd}\\
I_n&=k_n^+N_n-k_{n+1}^-N_{n+1},\qquad N_{L+1}\equiv0\ \text{in } I_L.\nonumber
\end{align}
Writing $u_n=N_n/E_n$ and using \eqref{db},
\begin{equation}
I_n=k^+_nE_n\,(u_n-u_{n+1}),\qquad u_1=1,\quad u_{L+1}=0.
\label{current}
\end{equation}

\subsection{The weight of a surviving cluster}

Fix $T$ at the main temperature. Let $p_n$ be the probability that a cluster of size $n$ reaches $L+1$ before it shrinks to 1, so that $p_1=0$ and $p_{L+1}=1$. Its next change is growth with probability $k_n^+/(k_n^++k_n^-)$ and shrinkage otherwise. Hence
\begin{equation}
(k_n^++k_n^-)p_n=k_n^+p_{n+1}+k_n^-p_{n-1}
\ \Longrightarrow\
k_n^+(p_{n+1}-p_n)=k_n^-(p_n-p_{n-1}).
\end{equation}
Multiply by $E_n$ and replace $k_n^-E_n$ by $k_{n-1}^+E_{n-1}$. The product $k_n^+E_n(p_{n+1}-p_n)$ is then the same for every $n$; call it $J$. Summing the differences from $p_1=0$ to $p_{L+1}=1$ gives
\begin{equation}
p_n=J\sum_{m=1}^{n-1}\frac1{k_m^+E_m},\qquad
\frac1J=\sum_{m=1}^{L}\frac1{k_m^+E_m}.
\label{p}
\end{equation}

This $J$ is also the steady nucleation rate of the cell. In a steady state all $I_n$ are equal, and \eqref{current} gives $u_n-u_{n+1}=I/(k_n^+E_n)$. Summing over $n=1,\dots,L$ yields $1=I/J$. Summing from $n$ to $L$ instead gives $u_n=1-p_n$, so the steady population is $N^{ss}_n=E_n(1-p_n)$.

Now let the population be arbitrary. From \eqref{bd}, collecting the factor of each current,
\begin{align}
\frac{d}{dt}\Big(\sum_{n=2}^{L}p_nN_n+X\Big)
&=\sum_{n=2}^{L}p_n(I_{n-1}-I_n)+I_L
=\sum_{n=1}^{L}(p_{n+1}-p_n)I_n\nonumber\\
&=J\sum_{n=1}^{L}(u_n-u_{n+1})=J(u_1-u_{L+1})=J.
\label{invariant}
\end{align}
The first line uses $p_1=0$ for the current $I_1$ and $p_{L+1}=1$ for $I_L$. The second uses \eqref{current} and $p_{n+1}-p_n=J/(k_n^+E_n)$. The weighted population plus the count thus grows at the constant rate $J$, even during the transient.

Let $t=0$ be the start of the main plateau. Integrating \eqref{invariant}, then adding and subtracting $\sum_n p_nN_n^{ss}$, gives
\begin{align}
X(t)&=J(t-\theta)+\sum_{n=2}^{L} p_n\,[N^{ss}_n-N_n(t)],\label{X}\\
\theta&=\frac1J\Big\{\sum_{n=2}^{L} p_n\,[N^{ss}_n-N_n(0)]-X(0)\Big\}.\label{theta}
\end{align}
The last sum in \eqref{X} dies out. A deviation from the steady state obeys the same equations with $u_1=0$, and the sum $\sum_n N_n^2/E_n$ over that deviation changes at the rate $-2\sum_n k_n^+E_n(u_n-u_{n+1})^2$, which is negative unless the deviation vanishes. The late count is therefore the line $J(t-\theta)$, and $\theta$ is the incubation lag.

Two histories that end on the same plateau share $J$, $p_n$ and $N_n^{ss}$. If their populations at $t=0$ differ by $\Delta N_n$ and neither has crossings before $t=0$, the lag is shortened by
\begin{equation}
\Delta\theta=\frac1J\sum_{n=2}^{L}p_n\,\Delta N_n
=\sum_{n=2}^{L}\Delta N_n\sum_{m=1}^{n-1}\frac{1}{k_m^+E_m}.
\label{gain}
\end{equation}
Earlier crossings would enter with weight one. The product $J\Delta\theta$ is the mean number of additional crystals the pre-pulse finally supplies. The later nucleation rate is unchanged.

Two limits fix the meaning of $\theta$. If the plateau starts with no clusters of $n\ge2$, then $\theta=J^{-1}\sum p_n(1-p_n)E_n>0$. If it starts in its own steady state with $X(0)=0$, then $\theta=0$. A population with more weight than the steady one gives a negative $\theta$. This breaks no causality, since $\theta$ is the intercept of a late-time line and not the time of an event.

\subsection{Time stepping}

Collect $N_2,\dots,N_L$ and $X$ in a vector $y$, so that $\dot y=A(T)y+b(T)$ with $A$ tridiagonal. At 680~K in the example below, $\gamma=2$~ns$^{-1}$ and $k^+_{400}=8\times400^{2/3}\approx434$~ns$^{-1}$. Scaling the populations by $\sqrt{E_n}$ makes the cluster part of $A$ symmetric, so its fastest decay rate is at least as large as any diagonal entry, here at least 434~ns$^{-1}$. This bound alone rules out explicit Euler steps above $2/434\approx0.005$~ns. The true limit is tighter. With detachment included the largest diagonal entry is 790~ns$^{-1}$ and the fastest decay rate is about 1550~ns$^{-1}$, so stability needs $h<0.0013$~ns, however slowly the populations change.

A two-stage implicit step avoids this limit:
\begin{align}
Y_1&=y+ah\,f_1,& f_1&=A(T_1)Y_1+b(T_1),\nonumber\\
y'&=y+(1-a)h\,f_1+ah\,f_2,& f_2&=A(T_2)y'+b(T_2),
\label{step}
\end{align}
where $T_1$ and $T_2$ are the temperatures at $t+ah$ and $t+h$. Each line is one tridiagonal solve. The weights $1-a$ and $a$ add to one. Second order also requires their first moment to be one half:
\begin{equation}
(1-a)a+a\cdot1=\tfrac12\ \Longrightarrow\ a^2-2a+\tfrac12=0
\ \Longrightarrow\ a=1-\tfrac1{\sqrt2},
\end{equation}
taking the root below one. Because the stages sit at the times given by their own coefficient sums, the same condition covers a changing temperature.

For a single mode $\dot y=\lambda y$ with $z=\lambda h$, the first stage gives $Y_1=y/(1-az)$. The second gives $(1-az)y'=y+(1-a)zY_1$. Therefore
\begin{equation}
R(z)=\frac{y'}{y}=\frac{1+(1-2a)z}{(1-az)^2},\qquad
R(z)-e^z=\Big(3a^2-2a^3-\tfrac16\Big)z^3+\dots\approx0.040\,z^3 .
\label{R}
\end{equation}
The cubic coefficient follows from $(1-az)^{-2}=1+2az+3a^2z^2+4a^3z^3+\dots$, which contributes $4a^3+3a^2(1-2a)$. As $z\to-\infty$, $R\to0$, so fast exchange is damped rather than left ringing. For $z<-1/(1-2a)\approx-2.4$, however, $R$ is negative. The step therefore does not guarantee positive populations, although in the example below steps of up to 5~ns on the main plateau left none negative.

\subsection{An error that cannot be seen in the lag}

Let $w$ be the row vector with entries $p_2,\dots,p_L,1$. Equation \eqref{invariant} holds for every population, so at the main temperature $wA=0$ and $wb=J$. Both stages then have $wf_1=wf_2=J$, and \eqref{step} gives
\begin{equation}
wy'=wy+(1-a)hJ+ahJ=wy+hJ .
\end{equation}
The numerical solution obeys the conservation law for any $h$, apart from rounding. Its steady state is also the true one, since $Ay+b=0$ for the cluster part makes that part of both $f_1$ and $f_2$ vanish. On the main plateau the step size therefore cannot shift the late-time line.

The lag read from the integrated count must then agree with \eqref{theta} even if the transient is poorly resolved. That agreement tests the algebra and whether the coded rates obey \eqref{db}. It says nothing about the accuracy of $N_n(0)$, which is built up during the pre-pulse and the ramps, where $w$ is not conserved. Those parts need a separate error estimate.

\subsection{Worked example}

The parameters are $T_m=900$~K, $q=6\times10^8$~J/m$^3$, $\sigma=0.06$~J/m$^2$, $v=0.03$~nm$^3$, $V=(40\text{ nm})^3$ and $L=400$. The jump rate has an activation energy of 1~eV, giving 0.105~ns$^{-1}$ at 580~K and 2~ns$^{-1}$ at 680~K. The glass starts with no clusters of $n\ge2$. All ramps last 1~ns, and the dwell at 300~K lasts 50~ns. Steps are 0.01~ns on heating and cooling ramps, 0.02~ns on the hot plateaus and 5~ns in the cold dwell.

\begin{center}
\begin{tabular}{lcc}
 & 580 K & 680 K\\ \hline
$\Delta\mu$ (eV/atom) & 0.0399 & 0.0275\\
critical size (atoms) & 25 & 76\\
barrier ($kT$) & 9.9 & 17.9
\end{tabular}
\end{center}

Clusters between 25 and 76 atoms tend to grow at 580~K and to shrink at 680~K. The pre-pulse length was scanned in whole nanoseconds, and the longest one that removes no more than half the unprimed lag was kept. Lengths of 10, 19, 20 and 21~ns shorten the lag by 1.1, 6.0, 7.1 and 8.3~ns, so 20~ns was chosen. Doubling the length from 10 to 20~ns multiplies the effect by 6.4: the population at 580~K is still in its transient.

At 680~K, $J=0.0907$~ns$^{-1}$ per cell. The excess population has the weighted sum $\sum p_n\Delta N_n=0.641$, and \eqref{gain} gives
\begin{equation}
\Delta\theta=\frac{0.641}{0.0907\ \text{ns}^{-1}}=7.07\ \text{ns},\qquad
\theta:\ 15.87\to8.80\ \text{ns}.
\end{equation}
Straight lines through the integrated counts near 120~ns give the same two lags to the digits shown.

The 106 excess clusters above 20 atoms contribute 0.470 to the sum, a mean success chance of 0.0044. Smaller clusters supply the remaining 0.171. The largest single contribution comes from 27 atoms, where $p=0.0038$. At the critical size $p=0.51$, but few clusters have grown that far.

To test the role of subcritical clusters directly, all populations up to 76 atoms in the primed cell were replaced by their unprimed values, and the main pulse was integrated again. The lag returned to 15.87~ns. Clusters below or at the critical size of the main pulse account for 99.96\% of the shortening. They survive the cold dwell because atoms hardly move within 50~ns at 300~K: removing the dwell changes the shortening by less than one part in $10^6$. This holds for short waits only. The jump rate at 300~K is 0.8~s$^{-1}$. A dwell of 1~ms changes the primed lag only from 8.80 to 8.77~ns, but a dwell of 0.1~s lowers it to 4.0~ns.

The time at which the mean count reaches one falls from 26.8 to 20.1~ns, a gain of 6.7 rather than 7.1~ns. Equation \eqref{X} explains the difference. The late-time line alone would give $\theta+1/J$, with $1/J=11.03$~ns, hence 26.9 and 19.8~ns. The unprimed cell crosses slightly earlier because its weighted population is still below the steady one. The primed cell also starts below the steady weight, since its $\theta$ is positive, but by the time of the crossing its weighted population has risen above the steady one, so it crosses slightly later. These times run from the start of the main plateau. The pre-pulse itself takes 20~ns, more than it saves, so this 580~K pre-pulse helps only if it can be applied before the write command. That is not a general rule. A hold of 8~ns at 650~K leading straight into the main pulse brings the mean count to one 21.8~ns after heating starts, against 27.8~ns without it.

\subsection{Error budget}

\paragraph{Time step.} Near 20~ns the shortening grows at the rate $\lambda=\tfrac12\ln(8.34/5.97)\approx0.17$~ns$^{-1}$. If one mode grew at this rate for the whole pre-pulse, \eqref{R} would give a relative error of $0.040\,\lambda^3h^2t\approx1.5\times10^{-6}$ for $h=0.02$~ns and $t=20$~ns. Growth is faster at first, so this is an indication and not a bound, and it leaves out the ramps. Refining the steps separately shows a relative error of about $1\times10^{-6}$ from the 580~K plateau and about $-7\times10^{-6}$ from the ramps. An independent adaptive multistep integration of the whole primed history, with relative tolerance $10^{-7}$, gives a weighted population at the start of the plateau that differs by about $10^{-5}$ in relative terms.

\paragraph{Detection size.} In the last form of \eqref{gain}, $L$ appears only as the upper limit of the sum, where $\Delta N_n$ is negligible. Raising $L$ from 400 to 800 leaves the shortening at 7.07~ns but raises the unprimed lag from 15.9 to 19.4~ns. The added 3.5~ns is growth time. The cluster radius rises from 1.42 to 1.79~nm. A flat front moves at 0.192~nm/ns, but at 600 atoms curvature lowers the net driving force from $0.469\,kT$ to $0.233\,kT$ per atom. The speed drops by the factor $(1-e^{-0.233})/(1-e^{-0.469})=0.555$, and $0.37/(0.555\times0.192)\approx3.5$~ns. A percentage reduction of the lag therefore depends on the detection size, while the shortening in nanoseconds does not.

\paragraph{Parameters.} The next table changes one input at a time and keeps the 20~ns pre-pulse.

\begin{center}
\begin{tabular}{lccc}
change & $J$ (ns$^{-1}$) & unprimed $\theta$ (ns) & $\Delta\theta$ (ns)\\ \hline
none & 0.091 & 15.9 & 7.1\\
pre-pulse $+10$ K & 0.091 & 15.9 & 18.1\\
main pulse $+10$ K & 0.027 & 13.4 & 7.7\\
$\sigma$ $+5\%$ & 0.0055 & 16.4 & 8.7\\
activation energy 2 eV & 0.091 & 15.9 & 0.05\\
curved $\Delta\mu$ & 0.00017 & 19.6 & 1.8
\end{tabular}
\end{center}

Ten kelvin in the pre-pulse matters far more than the time step: it makes the primed lag negative. With an activation energy of 2~eV and the 680~K rate held fixed, jumps at 580~K are slower by a further factor of 19, and 20~ns no longer suffices to build the population. The last row multiplies $\Delta\mu$ by $2T/(T+T_m)$, an approximate allowance for the different heat capacities of glass and crystal. The mean wait $1/J$ then rises to 5.8~$\mu$s, and a shortening of 1.8~ns hardly matters. When $1/J$ is comparable with $\theta$ or longer, the mean count of the unprimed cell reaches one near $\theta+1/J$, and the first crystals appear noticeably earlier only if $\Delta\theta$ is a sizeable part of that time. In a much larger cell, where $1/J\ll\theta$, the count reaches one while the transient in \eqref{X} still lasts, and this estimate does not apply.

\paragraph{Initial state.} Suppose the glass is instead made by cooling the cluster population of the melting point from 900 to 300~K in 6~ns. The unprimed lag becomes 13.7~ns, a modest change. With the pre-pulse it becomes $-30.7$~ns. Because the equations are linear, the contribution of the quenched-in clusters can be separated. Without the pre-pulse they add $0.0907\times(15.87-13.69)=0.20$ crystals per cell. With it they add $0.0907\times(8.80+30.65)=3.6$, which is 18 times as many. The contributions were not resolved by size, so the calculation does not show which of these clusters cause the increase. A modest change of the unprimed lag is thus no evidence that the initial clusters can be ignored when a pre-pulse is applied.

\subsection{Relation to real cells}

The inputs are round numbers in the rough regime of nucleation-dominated telluride phase-change cells, which melt near 900~K and switch in nanoseconds to tens of nanoseconds. They do not describe a particular compound, nor storage at room temperature. With 1~eV the critical size at 300~K is about 4 atoms and atoms jump about once per second. An initially cluster-free glass held there for 1~s has its lag lowered from 15.9 to 10.9~ns, and after a few seconds a large part of its atoms is bound in clusters, whereas real cells keep their glass for years. The single 1~eV activation energy is a strong simplification: mobility in such undercooled liquids generally varies more steeply on cooling toward the glass, and the 2~eV row shows that this can almost remove the effect of a 20~ns pre-pulse at 580~K. Real cells are also reset by melting and quenching, so they do not start free of clusters. With the 1~eV mobility this moves the result strongly the other way, but that finding cannot be carried over to a steeper mobility. In addition, 11.6\% of the atoms are bound in clusters when the primed plateau begins, so neglecting depletion is a rough approximation, and a sharp-interface energy is doubtful for 25 atoms. Nucleation at electrode interfaces and temperature gradients are left out and were not sized. The 7~ns shortening is a property of the stated model, and it concerns the appearance of crystals, not the filling of the cell. At 0.192~nm/ns a crystal at the centre needs about 100~ns to reach the faces 20~nm away. The model cell is thus slower than the devices mentioned above, and the relative gain in the full crystallization time is much smaller than the gain in the lag. A pre-pulse for a device would have to be set with its own quench history. Its temperature would have to be known to a few kelvin, since in the model the shortening changes by roughly 10\% per kelvin.
